# Anisotropic band-edge Hamiltonian of phosphorene from symmetry and a lattice model, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry and the form of the Hamiltonian

Phosphorene is a puckered layer with four atoms per cell. Take \(x\) along the armchair direction, \(y\) along the zigzag direction and \(z\) normal to the layer. The problem is to find the Hamiltonian of its two band-edge states near \(\Gamma\), the point \(\mathbf k=0\), and to settle a question of wording. An interband coupling "linear along armchair and quadratic along zigzag" has a meaning only when the two coupled states are named. They may be states on two sublattices, or they may be the conduction and valence states themselves, and the two cases must be examined separately.

The algebra uses atomic units, \(\hbar=m_e=1\); numbers are in eV and Å. Spin-orbit coupling is left out until the last part. The numerical example is a puckered lattice with round lengths and hoppings. These are chosen model parameters, not measured or first-principles values for phosphorene.

The four atoms sit at

\[
\begin{aligned}
\mathbf r_A&=(0,\,0,\,h/2), & \mathbf r_B&=(d_1,\,a_y/2,\,h/2),\\
\mathbf r_C&=(d_1+d_2,\,a_y/2,\,-h/2), & \mathbf r_D&=(2d_1+d_2,\,0,\,-h/2),
\end{aligned}
\]

and the cell has sides \(a_x=2(d_1+d_2)\) and \(a_y\). Atoms A and B form the upper half of the layer, C and D the lower half. The lengths \(d_1\) and \(d_2\) are the armchair projections of the bond within one half and of the bond between the halves. The example has \(d_1=1.5\), \(d_2=0.7\), \(h=2.1\), \(a_y=3.3\) and hence \(a_x=4.4\) Å.

### (a) Which reflections map the lattice onto itself, and how do they permute the atoms?

**Solution.** Reverse each coordinate in turn and look for a shift that restores the lattice. The sign \(\equiv\) means equality up to a lattice translation.

Reversing \(x\) works with the shift \((d_1,a_y/2,0)\), so that \((x,y,z)\to(d_1-x,\;y+a_y/2,\;z)\). Atom A goes to \((d_1,a_y/2)\), which is B, and B goes to \((0,a_y)\equiv(0,0)\), which is A. Atom C goes to \((-d_2,a_y)\). Adding \(a_x\) to the first coordinate and removing \(a_y\) from the second gives \((2d_1+d_2,0)\), which is D. In the same way D goes to C. Call this operation \(M_x\):

\[
M_x:\quad A\leftrightarrow B,\qquad C\leftrightarrow D .
\]

Reversing \(y\) needs no shift. A and D have \(y=0\), while B and C have \(y=a_y/2\to-a_y/2\equiv a_y/2\). Thus \(M_y\) takes every atom to itself or to a translated copy of itself.

Reversing \(z\) needs the shift \((a_x/2,a_y/2,0)\). It takes A to \((d_1+d_2,a_y/2,-h/2)\), which is C, and B to \((2d_1+d_2,a_y,-h/2)\), which is D. Applied twice, it gives a lattice translation, so it also returns C to A and D to B:

\[
M_z:\quad A\leftrightarrow C,\qquad B\leftrightarrow D .
\]

This last operation is a glide, a reflection combined with half a lattice translation in its own plane. \(M_x\), with its shift \(a_y/2\) along \(y\), is a glide too; below, "the glide" always means \(M_z\). The difference between the two in-plane directions is already visible: \(M_y\) leaves each kind of atom in place, while \(M_x\) exchanges two kinds.

### (b) What do these operations require of the Bloch Hamiltonian?

**Solution.** Put one real orbital on each atom and define Bloch states whose phases contain the atomic positions,

\[
|\mathbf k,i\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf r_i)}\,|\mathbf R+\mathbf r_i\rangle ,
\]

with \(N\) the number of cells. In \(\langle\mathbf k,i|H|\mathbf k,j\rangle\) the phases combine into the difference of two positions. Translation symmetry makes one lattice sum equal to \(N\), which leaves

\[
H_{ij}(\mathbf k)=\sum_{\mathbf d}t_{ij}(\mathbf d)\,e^{i\mathbf k\cdot\mathbf d},
\]

where \(\mathbf d\) runs over the displacements from an atom \(i\) to the atoms of kind \(j\).

Let an operation \(S\) send atom \(i\) to atom \(Si\) and multiply the orbital by a sign \(s=\pm1\), the same on all atoms. A symmetry leaves hoppings unchanged, \(t_{Si,Sj}(S\mathbf d)=s^2t_{ij}(\mathbf d)=t_{ij}(\mathbf d)\). The shift in \(S\) has dropped out because it cancels in a displacement. Since \(S\mathbf k\cdot S\mathbf d=\mathbf k\cdot\mathbf d\),

\[
H_{Si,Sj}(S\mathbf k)=\sum_{\mathbf d}t_{ij}(\mathbf d)\,e^{i\mathbf k\cdot\mathbf d}=H_{ij}(\mathbf k).
\]

Let \(D(S)\) be the matrix with \(D_{Si,i}=s\) and zeros elsewhere. The same statement then reads

\[
D(S)\,H(\mathbf k)\,D(S)^{-1}=H(S\mathbf k).
\]

With several orbitals per atom \(D(S)\) also mixes or reverses the orbitals, and the equation keeps its form. Real orbitals and real hoppings express time reversal without spin. Complex conjugation changes only the signs of the phases, so

\[
H^*(\mathbf k)=H(-\mathbf k).
\]

The wave vector lies in the plane, so \(M_z\) does not change it, and \(D(M_z)\) commutes with \(H(\mathbf k)\) at every \(\mathbf k\).

### (c) Find the band-edge states at \(\Gamma\) in a one-orbital model, and their parities.

The orbital is \(p_z\)-like, and there is one electron per orbital. Hoppings from atom A are \(t_1\) and \(t_3\) to B, \(t_2\) and \(t_5\) to D, and \(t_4\) to C, with in-plane displacements

\[
\begin{aligned}
t_1&:(d_1,\pm a_y/2), & t_3&:(-d_1-2d_2,\pm a_y/2), & t_4&:(\pm a_x/2,\pm a_y/2),\\
t_2&:(-d_2,0), & t_5&:(2d_1+d_2,0). &&
\end{aligned}
\]

In \(t_4\) all four sign combinations occur. The example uses \(t_1,\dots,t_5=-1.2,\;3.6,\;-0.2,\;-0.1,\;-0.05\) eV.

**Solution.** Summing the phases gives three matrix elements:

\[
\begin{aligned}
H_{AB}&=u=2\cos\frac{k_ya_y}{2}\left[t_1e^{ik_xd_1}+t_3e^{-ik_x(d_1+2d_2)}\right],\\
H_{AD}&=w=t_2e^{-ik_xd_2}+t_5e^{ik_x(2d_1+d_2)},\\
H_{AC}&=\varepsilon=4t_4\cos\frac{k_xa_x}{2}\cos\frac{k_ya_y}{2}.
\end{aligned}
\]

The glide exchanges A with C and B with D at fixed \(\mathbf k\), so \(H_{CD}=u\) and \(H_{CB}=w\). The element \(H_{BD}\) has the same four displacements as \(H_{AC}\) and equals \(\varepsilon\). The combinations

\[
\alpha_\pm=\frac{A\pm C}{\sqrt2},\qquad \beta_\pm=\frac{B\pm D}{\sqrt2}
\]

have definite behaviour under the glide, so the plus and minus pairs do not mix. Within a pair,

\[
\begin{aligned}
\langle\alpha_\pm|H|\alpha_\pm\rangle&=\tfrac12(\pm H_{AC}\pm H_{CA})=\pm\varepsilon,\\
\langle\alpha_\pm|H|\beta_\pm\rangle&=\tfrac12(H_{AB}\pm H_{AD}\pm H_{CB}+H_{CD})=u\pm w,
\end{aligned}
\]

and \(\langle\beta_\pm|H|\beta_\pm\rangle=\pm\varepsilon\) likewise. A two-by-two matrix with equal diagonal elements \(a\) and off-diagonal element \(b\) has eigenvalues \(a\pm|b|\). The four bands are therefore \(\varepsilon\pm|u+w|\) and \(-\varepsilon\pm|u-w|\).

At \(\Gamma\), \(\varepsilon=4t_4=-0.4\) eV, \(u=2(t_1+t_3)=-2.8\) eV and \(w=t_2+t_5=3.55\) eV. The plus pair gives \(-0.4\pm0.75\), or \(0.35\) and \(-1.15\) eV. The minus pair gives \(0.4\pm6.35\), or \(6.75\) and \(-5.95\) eV. With four electrons in four orbitals, two bands are filled. The edges are \(-1.15\) and \(0.35\) eV, both in the plus pair, and the gap is \(1.50\) eV (0.0551 hartree). On a 31 by 31 grid over one quarter of the zone, which the reflections extend to the whole zone, no valence state lies above the edge at \(\Gamma\) and no conduction state below it.

From here on \(\alpha,\beta\) mean the plus pair. The coupling \(\delta=(u+w)_\Gamma=0.75\) eV is positive, so the upper state is the symmetric one:

\[
|c\rangle=\frac{\alpha+\beta}{\sqrt2},\qquad |v\rangle=\frac{\alpha-\beta}{\sqrt2}.
\]

Both are real. \(M_x\) exchanges \(\alpha\) and \(\beta\), so \(c\) has parity \(+1\) and \(v\) has parity \(-1\). Under \(M_y\) both have \(+1\). Under \(M_z\) both have \(-1\), because the \(p_z\)-like orbital changes sign.

The lattice symmetry alone does not say which states lie at the edges; the hoppings do. What follows rests on this pattern of parities: opposite under \(M_x\), equal under \(M_y\) and \(M_z\). The example establishes the pattern only for the chosen hoppings. For phosphorene itself the parities of the edge states must be taken from a calculation of its actual band structure, and the results below apply to it as far as its edges have this pattern.

### (d) Which terms may appear in the Hamiltonian of \(c\) and \(v\)?

**Solution.** Let \(\tau_x,\tau_y,\tau_z\) be Pauli matrices acting on the ordered pair \((c,v)\). Any Hermitian two-by-two Hamiltonian is

\[
H=f_0+f_x\tau_x+f_y\tau_y+f_z\tau_z
\]

with real functions \(f_\mu(k_x,k_y)\). They are smooth near \(\Gamma\), because the two edges belong to the plus pair, which is a closed two-state problem with smooth matrix elements.

On \((c,v)\) the operation \(M_x\) is \(\tau_z\). Since \(\tau_z\tau_{x,y}\tau_z=-\tau_{x,y}\), the condition \(\tau_zH(k_x,k_y)\tau_z=H(-k_x,k_y)\) makes \(f_x\) and \(f_y\) odd in \(k_x\), and \(f_0\) and \(f_z\) even.

\(M_y\) is the unit matrix on the pair, so all four functions are even in \(k_y\). \(M_z\) is minus the unit matrix and adds no condition.

For time reversal, \(\tau_y^*=-\tau_y\), while the other matrices are real. Thus \(H^*(\mathbf k)=H(-\mathbf k)\) requires

\[
f_y(-\mathbf k)=-f_y(\mathbf k),\qquad f_{0,x,z}(-\mathbf k)=f_{0,x,z}(\mathbf k).
\]

The reflections make \(f_x\) odd in \(k_x\) and even in \(k_y\), so it changes sign when both components are reversed. Time reversal says that it does not. Hence \(f_x=0\). For \(f_y\) the conditions agree, and

\[
f_y=k_x\,F(k_x^2,k_y^2).
\]

Through second order the allowed Hamiltonian is

\[
\begin{aligned}
H={}&\varepsilon_0+\eta_xk_x^2+\eta_yk_y^2\\
&+(\delta+\gamma_xk_x^2+\gamma_yk_y^2)\,\tau_z+\chi k_x\tau_y .
\end{aligned}
\]

These are seven terms. As a test, the Taylor terms of the lattice Hamiltonian were extracted numerically and compared with the list of terms allowed by symmetry; the two sets agree.

This answers the question for band edges with this pattern of parities. Their coupling is linear in \(k_x\) at leading order and zero along the whole zigzag axis \(k_x=0\). A coupling proportional to \(k_y^2\) is forbidden between them. The physical reason is that a wave vector along zigzag does not disturb the reflection \(M_x\), and the two states have opposite parity under it.

### (e) Can virtual transitions through other bands restore a \(k_y^2\) coupling?

**Solution.** A real crystal has more bands than the one-orbital model. Use all its \(\Gamma\) states as a basis and let \(p_m=\pm1\) be the \(M_x\) parity of state \(m\). Let \(P\) denote the pair \((c,v)\) and \(Q\) all other states. Eliminating the \(Q\) components from the eigenvalue equation at energy \(E\) gives

\[
H_{\rm eff}(E)=H_{PP}+H_{PQ}\,(E-H_{QQ})^{-1}H_{QP}.
\]

This is an identity wherever the inverse exists, not a perturbation series.

The symmetry condition in this basis reads \(H_{mn}(-k_x,k_y)=p_mp_nH_{mn}(k_x,k_y)\). On the axis \(k_x=0\) it leaves only elements between states of equal parity. Starting from \(c\), with \(p=+1\), the factor \(H_{PQ}\) reaches only \(Q\) states with \(p=+1\). The inverse of a matrix that is block diagonal in parity is block diagonal too, so the parity is still \(+1\) when \(H_{QP}\) returns to the pair. It cannot return to \(v\). The folded coupling vanishes at every \(k_y\), for any number of remote bands.

Away from the axis every factor obeys the same parity rule, so the folded coupling is odd in \(k_x\). Remote bands may change the value of \(\chi\) but cannot add a \(k_y^2\) term.

This was tested on a model with one \(s\) and three \(p\) orbitals per atom, 16 in all. It contains 20 pairs of \(\Gamma\) states with the relative parities of \(c\) and \(v\). At \(k_y=0.2\) Å⁻¹ their largest folded coupling is \(6\times10^{-15}\) eV, which is rounding error. Pairs with equal parities served as a control, and there the folded coupling reaches \(0.26\) eV. Along armchair the largest folded coupling divided by \(k_x\) is about \(12\) eV Å. The folding used a complex energy to avoid the poles of the inverse. The hoppings of this model are arbitrary, so it supports the selection rule and says nothing about the band order of phosphorene.

## Second half: coefficients, masses and broken symmetries

The symbols carried over are these. The lattice has armchair projections \(d_1,d_2\), sides \(a_x=2(d_1+d_2)\) and \(a_y\), and hoppings \(t_1,\dots,t_5\). The sublattice states \(\alpha=(A+C)/\sqrt2\) and \(\beta=(B+D)/\sqrt2\) have the Hamiltonian

\[
H=\begin{pmatrix}\varepsilon&g\\ g^*&\varepsilon\end{pmatrix},\qquad
\varepsilon=4t_4\cos\frac{k_xa_x}{2}\cos\frac{k_ya_y}{2},
\]

\[
\begin{aligned}
g={}&2\cos\frac{k_ya_y}{2}\left[t_1e^{ik_xd_1}+t_3e^{-ik_x(d_1+2d_2)}\right]\\
&+t_2e^{-ik_xd_2}+t_5e^{ik_x(2d_1+d_2)} .
\end{aligned}
\]

The band-edge states at \(\Gamma\) are \(c=(\alpha+\beta)/\sqrt2\) and \(v=(\alpha-\beta)/\sqrt2\), with opposite parity under \(M_x\). Symmetry allows the coefficients \(\varepsilon_0,\eta_x,\eta_y\) with the unit matrix, \(\delta,\gamma_x,\gamma_y\) with \(\tau_z\), and \(\chi k_x\) with \(\tau_y\).

### (f) How does the sublattice coupling \(g\) depend on each component of \(\mathbf k\)?

Without spin, band edges with opposite \(M_x\) parity and equal \(M_y\) and \(M_z\) parities have a coupling that is linear in \(k_x\) at leading order and zero along the whole zigzag axis, even when remote bands are included. It remains to answer question (f) for the sublattice states, and then to find the coefficients and masses and the effects of broken symmetries and spin-orbit coupling.
